# Why Observables Must Be Downfolded Together with the Hamiltonian

An electron near the bottom of the upper of two bands, spin up along $z$, is pushed along $x$ by a smooth pulse of force. In the model below, the pulse takes its wavevector from $-0.020$ to $+0.020$ Å$^{-1}$, and the electron ends up displaced sideways, along $y$, by $-1.264$ Å. Now eliminate the lower band, keep the resulting one-band Hamiltonian with its spin-orbit term, and compute the displacement from the ordinary position operator $\mathbf r$. The answer is $-0.640$ Å with the first-order spin-orbit term, or $-0.636$ Å with its finite-wavevector form: about half. The Hamiltonian is not at fault. The symbol $\mathbf r$ no longer stands for the electron's position.

## The model

Each band is spin-degenerate. With $\hbar=1$,

$$
H=\begin{pmatrix}\Delta+V(\mathbf r) & v\,\boldsymbol\sigma\cdot\mathbf k\\ v\,\boldsymbol\sigma\cdot\mathbf k & -\Delta+V(\mathbf r)\end{pmatrix},
$$

where $2\Delta$ is the gap, $v$ the interband velocity and $\boldsymbol\sigma$ the Pauli matrices of the spin. In wavevector space $\mathbf r=i\nabla_{\mathbf k}$; in real space $\mathbf k=-i\nabla$. Without $V$ the energies are $\pm E(k)$, with $E=\sqrt{\Delta^2+v^2k^2}$, because $(\boldsymbol\sigma\cdot\mathbf k)^2=k^2$. Near $k=0$ the upper band has mass $m=\Delta/v^2$. I assume $vk\ll\Delta$, $|V|\ll\Delta$ and a smooth $V$. The corrections to position are governed by a constant with the dimension of an area,

$$
\lambda=\frac{v^2}{4\Delta^2}.
$$

## What elimination does to the state

Let $\varphi$ and $\chi$ be the upper and lower components, and write the energy as $\Delta+\eta$. The lower row of the Schrödinger equation gives

$$
\chi=(2\Delta+\eta-V)^{-1}\,v\,\boldsymbol\sigma\cdot\mathbf k\,\varphi .
$$

This is Löwdin's elimination. Insert it in the upper row and expand the inverse as $1/(2\Delta)-(\eta-V)/(4\Delta^2)$. Since $v^2/(2\Delta)=1/(2m)$,

$$
\eta\varphi=\Big[\frac{k^2}{2m}+V-\lambda\,\boldsymbol\sigma\cdot\mathbf k\,(\eta-V)\,\boldsymbol\sigma\cdot\mathbf k\Big]\varphi .
$$

The unknown $\eta$ also appears on the right. Moving it to the left gives

$$
\eta\,S\varphi=\Big[\frac{k^2}{2m}+V+\lambda\,\boldsymbol\sigma\cdot\mathbf k\,V\,\boldsymbol\sigma\cdot\mathbf k\Big]\varphi,\qquad S=1+\lambda k^2 .
$$

The operator $S$ has a direct meaning. To leading order $\chi=v\,\boldsymbol\sigma\cdot\mathbf k\,\varphi/(2\Delta)$, so the norm of the whole state is $\langle\varphi|\varphi\rangle+\langle\chi|\chi\rangle=\langle\varphi|S|\varphi\rangle$. The energy dependence records the probability carried by the eliminated component. The properly normalized one-band state is therefore $\psi=S^{1/2}\varphi$, and the Hamiltonian acting on it is the bracket with $S^{-1/2}\approx1-\tfrac12\lambda k^2$ on both sides. Its kinetic part becomes $k^2/(2m)-\lambda k^4/(2m)$, which is the expansion of $E(k)-\Delta$ to fourth order.

An observable $f(\mathbf r)$ acts on both components, so

$$
\langle f\rangle=\langle\varphi|f|\varphi\rangle+\langle\chi|f|\chi\rangle
=\langle\psi|S^{-1/2}\big(f+\lambda\,\boldsymbol\sigma\cdot\mathbf k\,f\,\boldsymbol\sigma\cdot\mathbf k\big)S^{-1/2}|\psi\rangle .
$$

This is the operation just performed on $V$. The potential is itself a function of position. To transform it and leave $\mathbf r$ alone would assign two different meanings to the same operator.

## One rule for the potential and for position

To first order in $\lambda$, the transformed function is

$$
\tilde f=f+\lambda\Big[\boldsymbol\sigma\cdot\mathbf k\,f\,\boldsymbol\sigma\cdot\mathbf k-\tfrac12(k^2f+fk^2)\Big].
$$

Move every $\mathbf k$ to the right with $\mathbf k f=f\mathbf k-i\nabla f$. The product rule $(\boldsymbol\sigma\cdot\mathbf a)(\boldsymbol\sigma\cdot\mathbf b)=\mathbf a\cdot\mathbf b+i\boldsymbol\sigma\cdot(\mathbf a\times\mathbf b)$ gives

$$
\boldsymbol\sigma\cdot\mathbf k\,f\,\boldsymbol\sigma\cdot\mathbf k=fk^2-i\nabla f\cdot\mathbf k+\boldsymbol\sigma\cdot(\nabla f\times\mathbf k),
$$

while

$$
\tfrac12(k^2f+fk^2)=fk^2-i\nabla f\cdot\mathbf k-\tfrac12\nabla^2f .
$$

Subtracting,

$$
\boxed{\;\tilde f=f+\lambda\,\boldsymbol\sigma\cdot(\nabla f\times\mathbf k)+\tfrac12\lambda\nabla^2f\;}
$$

For $f=V$ the two additions are the spin-orbit and Darwin terms. For $f=r_i$ the gradient is the unit vector $\mathbf e_i$, the Laplacian vanishes, and $\boldsymbol\sigma\cdot(\mathbf e_i\times\mathbf k)=(\mathbf k\times\boldsymbol\sigma)_i$. Hence

$$
\mathbf R=\mathbf r+\lambda\,\mathbf k\times\boldsymbol\sigma .
$$

For $f=r^2$ the gradient is $2\mathbf r$ and the Laplacian is 6, so with $\mathbf L=\mathbf r\times\mathbf k$

$$
\widetilde{r^2}=r^2+2\lambda\,\boldsymbol\sigma\cdot\mathbf L+3\lambda .
$$

Squaring $\mathbf R$ gives, to first order in $\lambda$, the first two terms but not $3\lambda$. Replacing $\mathbf r$ by $\mathbf R$ inside a function, with products ordered symmetrically because the components of $\mathbf R$ do not commute, likewise yields the spin-orbit term and misses the Darwin term.

## The geometry behind the two terms

The added piece of $\mathbf R$ is a Berry connection. The upper-band states without $V$ form the two columns of

$$
u(\mathbf k)=N\begin{pmatrix}1\\ a\,\boldsymbol\sigma\cdot\mathbf k\end{pmatrix},\qquad a=\frac{v}{E+\Delta},\qquad N^2=\frac{E+\Delta}{2E}.
$$

When $\mathbf r=i\nabla_{\mathbf k}$ acts on $u\psi$, it differentiates $u$ as well as $\psi$. Projecting back with $u^\dagger$ gives $\mathbf R=i\nabla_{\mathbf k}+\mathbf A$, with $\mathbf A=iu^\dagger\nabla_{\mathbf k}u$. Because $u^\dagger u=1$, the matrix $u^\dagger\partial_iu$ is anti-Hermitian, so its Hermitian parts cancel. What survives comes from $N^2a^2(\boldsymbol\sigma\cdot\mathbf k)\sigma_i$, whose anti-Hermitian part is $-iN^2a^2(\mathbf k\times\boldsymbol\sigma)_i$. Therefore

$$
\mathbf A=c(k)\,\mathbf k\times\boldsymbol\sigma,\qquad c(k)=N^2a^2=\frac{v^2}{2E(E+\Delta)},
$$

and $c(0)=\lambda$, as found by elimination.

The components of the full $\mathbf r$ commute, but those of $\mathbf R$ need not. Let $P$ project on the upper band and $Q=1-P$ on the lower, and define $T_{ij}=Pr_iQr_jP$. Inserting $P+Q$ between the two positions gives

$$
Pr_ir_jP=R_iR_j+T_{ij}.
$$

Acting on $u\psi$, the operator $Qr_j$ leaves $iQ(\partial_ju)\psi$. At $k=0$, $\partial_ju$ has the lower component $v\sigma_j/(2\Delta)$ and no upper one, so

$$
T_{ij}=\lambda\sigma_i\sigma_j=\lambda\delta_{ij}+i\lambda\sum_l\epsilon_{ijl}\sigma_l .
$$

Since $P[r_i,r_j]P=0$, the antisymmetric part fixes the commutator:

$$
[R_i,R_j]=-(T_{ij}-T_{ji})=-2i\lambda\sum_l\epsilon_{ijl}\sigma_l .
$$

The right-hand side is $i$ times the Berry curvature at $k=0$. The symmetric part, $\lambda\delta_{ij}$, is the quantum metric. In a quadratic function $\tfrac12\sum_{ij}f_{ij}r_ir_j$ the coefficients are symmetric, so they select the metric and add $\tfrac12\lambda\sum_if_{ii}=\tfrac12\lambda\nabla^2f$. The Darwin term therefore comes from the symmetric part, not from the commutator. It and the commutator are two parts of one tensor, which describes virtual excursions to the lower band.

The overlap of Bloch states shows the same division. For small wavevectors $N\approx1-\tfrac12\lambda k^2$, and with $\mathbf q=\mathbf k-\mathbf k'$

$$
u^\dagger(\mathbf k)u(\mathbf k')\approx1-\tfrac12\lambda(k^2+k'^2)+\lambda(\boldsymbol\sigma\cdot\mathbf k)(\boldsymbol\sigma\cdot\mathbf k')
=1-\tfrac12\lambda q^2+i\lambda\boldsymbol\sigma\cdot(\mathbf k\times\mathbf k').
$$

This factor multiplies the Fourier component of $V$ that scatters $\mathbf k'$ into $\mathbf k$. The loss of overlap, $-\tfrac12\lambda q^2$, is the Darwin term; the spin-dependent rotation is the spin-orbit term.

## The missing half of the sideways motion

Take the velocity from the one-band Hamiltonian and bare $\mathbf r$. Since $\boldsymbol\sigma\cdot(\nabla V\times\mathbf k)=\mathbf k\cdot(\boldsymbol\sigma\times\nabla V)$, the spin-orbit term contributes

$$
i[H_{\rm eff},\mathbf r]_{\rm so}=\lambda\,\boldsymbol\sigma\times\nabla V .
$$

The connection part of $\mathbf R$ also moves. With $\dot{\mathbf k}=-\nabla V$ to leading order,

$$
\frac{d}{dt}(\lambda\,\mathbf k\times\boldsymbol\sigma)=-\lambda\,\nabla V\times\boldsymbol\sigma=\lambda\,\boldsymbol\sigma\times\nabla V .
$$

Spin precession is itself of order $\lambda$ and would enter here at order $\lambda^2$. The two contributions are equal. Including the velocity from the kinetic term $-\lambda k^4/(2m)$, one has to first order in $\lambda$

$$
\dot{\mathbf R}=\frac{\mathbf k}{m}\,(1-2\lambda k^2)+2\lambda\,\boldsymbol\sigma\times\nabla V .
$$

For the pulse, $V=-F(t)x$ and the packet is narrow around $k_y=k_z=0$. The finite-$k$ connection can then be used. The bare velocity is $\dot y=-F\,\partial A_x/\partial k_y=-Fc$ for spin up, and the connection adds the change of $A_y=-ck_x$. With $\dot k_x=F$, the displacement between $-K$ and $K$ is

$$
\delta Y=-\int_{-K}^{K}c\,dk-\int_{-K}^{K}\frac{d(ck)}{dk}\,dk .
$$

From $v^2k^2=(E-\Delta)(E+\Delta)$ one has $ck=(1-\Delta/E)/(2k)$. Its derivative is $-c+\Delta v^2/(2E^3)$. The sum of the integrands is thus $\Delta v^2/(2E^3)$, and since $d(k/E)/dk=\Delta^2/E^3$,

$$
\delta Y=-\frac{v^2K}{\Delta E(K)} .
$$

Take the round parameters $\Delta=0.5$ eV and $v=4$ eV Å, which stand for no particular material. Then $\lambda=16/(4\times0.25)=16$ Å$^2$. With $K=0.020$ Å$^{-1}$, the small-$k$ estimate is $-2\lambda(2K)=-1.28$ Å. The integrals give $-0.636$ Å from bare $\mathbf r$ and $-0.628$ Å from the connection, together $-1.264$ Å. Evolution of the full four-component state through the 98.7 fs pulse gives $-1.264$ Å as well. The pulse is slow compared with $1/(2\Delta)$, and its force vanishes at both ends.

The division into halves belongs to the spin basis used here. A $\mathbf k$-dependent spin rotation $G$ changes $\mathbf A$ into $G^\dagger\mathbf AG+iG^\dagger\nabla_{\mathbf k}G$ and changes the form of the spin-orbit term with it. The displacement computed with the transformed position is unaffected.

## Bound levels and their size

A second case tests the potential and an observable together. Let $V=-V_0e^{-r^2/(2s^2)}$ with $V_0=0.1$ eV and $s=60$ Å. For a central well $\nabla V=\mathbf r\,V'/r$. I keep the full $E(k)$ as the kinetic part, because its fourth-order expansion is unbounded below at large $k$. The one-band Hamiltonian is then

$$
H_{\rm eff}=E(k)+V+\lambda\frac{V'}{r}\boldsymbol\sigma\cdot\mathbf L+\tfrac12\lambda\nabla^2V .
$$

Here $\boldsymbol\sigma\cdot\mathbf L=j(j+1)-l(l+1)-\tfrac34$, which is $0$, $-2$ and $1$ for $s_{1/2}$, $p_{1/2}$ and $p_{3/2}$. Since $V'/r=-V/s^2$ is positive, $p_{3/2}$ lies higher. The energy scale is $\lambda V_0/s^2=16\times0.1/3600=0.00044$ eV.

Measured from the band edge, the full two-band $s_{1/2}$ level is at $-0.05972$ eV and the one-band level at $-0.05969$ eV. Without the Darwin term the latter falls to $-0.06013$ eV. The full $p$ splitting is $0.00077$ eV; the one-band value is $0.00085$ eV, too large by about 10% of the full splitting. Without the spin-orbit term the one-band splitting vanishes.

The mean square radius shows what happens to an observable. All entries are in Å$^2$:

| Level | Full | Bare $r^2$ | Transformed |
|---|---:|---:|---:|
| $s_{1/2}$ | 2002 | 1959 | 2007 |
| $p_{1/2}$ | 3630 | 3644 | 3628 |
| $p_{3/2}$ | 3748 | 3682 | 3762 |

The predicted corrections $\lambda(3+2\,\boldsymbol\sigma\cdot\mathbf L)$ are $48$, $-16$ and $80$ Å$^2$, so even the sign depends on the level. Keeping the upper component of the full state and renormalizing it is no cure: for $s_{1/2}$ that gives 1980 Å$^2$. The discarded component has weight 0.018, close to $\lambda\langle k^2\rangle=0.019$, and its contribution to the size is not that of the upper one.

The remaining errors should follow from power counting. Stretch the well by $\zeta$ and divide its depth by $\zeta^2$. Then $k$ scales as $\zeta^{-1}$, and both $k^2/(2m)$ and $V$ scale as $\zeta^{-2}$. The spin-orbit and Darwin terms scale as $\zeta^{-4}$, and the next terms, with one more factor of $V/\Delta$ or $v^2k^2/\Delta^2$, as $\zeta^{-6}$. In $\langle r^2\rangle$ the correction proportional to $\lambda$ stays of fixed size while the error falls as $\zeta^{-2}$. From $\zeta=2$ to $\zeta=4$ these laws predict reductions by 64 and 4; the largest errors among the three levels fall by 62.8 and 3.90. The missing correction to bare $r^2$ therefore does not disappear in a wide, shallow well, although it becomes small relative to $r^2$ itself.

## Hydrogen as a limit of the same model

With $v=c$ and $\Delta=c^2$ in atomic units, the model is the Dirac equation for an electron. Then $\lambda=1/(4c^2)$, and $\sqrt\lambda$ is 0.00193 Å instead of 4 Å. For $V=-1/r$ the spin-orbit term is $\boldsymbol\sigma\cdot\mathbf L/(4c^2r^3)$. In the $2p$ shell $\langle r^{-3}\rangle=1/24$, and $\boldsymbol\sigma\cdot\mathbf L$ differs by 3 between the two levels, so

$$
\delta E_{2p}=\frac{3}{4c^2}\,\frac1{24}=\frac1{32c^2}=4.528\times10^{-5}\ \text{eV}.
$$

For $1s$, $\nabla^2V=4\pi\delta(\mathbf r)$ and $|\psi(0)|^2=1/\pi$, so the Darwin shift is $\tfrac12\lambda\times4=1/(2c^2)$. The kinetic correction is $-\langle k^4\rangle/(8c^2)$. From $k^2\psi=(2/r-1)\psi$, with $\langle r^{-2}\rangle=2$ and $\langle r^{-1}\rangle=1$, one finds $\langle k^4\rangle=8-4+1=5$. In electronvolts,

$$
-9.0565\times10^{-4}+7.2452\times10^{-4}=-1.8113\times10^{-4}.
$$

The Dirac levels for a point nucleus give $4.528\times10^{-5}$ eV for the splitting and $-1.811\times10^{-4}$ eV for the shift. They leave out nuclear recoil and size, hyperfine coupling and radiative corrections. The Coulomb potential also violates the assumption $|V|\ll\Delta$ very close to the nucleus. The agreement with the Dirac levels shows that the first-order averages remain accurate here all the same.

The expansion in $\lambda$ can fail when $vk$ approaches the gap, or when $V$ changes appreciably over $\sqrt\lambda$. A large $vk$ alone does not spoil the reduction to one band: in a smooth, weak field the finite-$k$ connection $\mathbf A$ still applies, as in the pulse formula. If the field drives real transitions across the gap, the lower band must be kept. The numerical output below gives the values used here with further digits.

## Computed results

```
half gap Delta = 0.50 eV, v = 4.00 eV A
lambda = 16.000 A^2, sqrt(lambda) = 4.000 A
hbar^2/m = v^2/Delta = 32.00 eV A^2
metric g_xx at k=0, numerical = 16.0000 A^2
Im [X,Y] at k=0, spin up = -32.0000 A^2
overlap remainder ratio, k halved = 15.82
pulse: k_x from -0.020 to 0.020 1/A
pulse duration = 98.7 fs
peak force = 0.000533 eV/A
y shift, full evolution = -1.26386 A
y shift, bare r = -0.63596 A
y shift, connection part = -0.62797 A
y shift, transformed R = -1.26392 A
well depth = 0.100 eV, width = 60.0 A
level energies from the upper band edge, in eV:
s1/2 full = -0.0597186, one-band = -0.0596882
s1/2 no Darwin = -0.0601311, no SO = -0.0596882
p1/2 full = -0.0371109, one-band = -0.0371284
p1/2 no Darwin = -0.0374387, no SO = -0.0365632
p3/2 full = -0.0363381, one-band = -0.0362812
p3/2 no Darwin = -0.0365894, no SO = -0.0365632
p1/2 - p3/2 full = -0.0007728 eV
p1/2 - p3/2 one-band = -0.0008472 eV
mean r^2 in A^2:
s1/2 full = 2001.60, bare = 1958.50
s1/2 transformed = 2006.50
s1/2 upper component only = 1980.30
p1/2 full = 3630.39, bare = 3643.79
p1/2 transformed = 3627.79
p1/2 upper component only = 3686.87
p3/2 full = 3748.42, bare = 3681.98
p3/2 transformed = 3761.98
p3/2 upper component only = 3717.02
s1/2 lower-component weight = 0.01773
s1/2 lambda*<k^2> = 0.01853
stretch 1: max energy error = 5.689e-05 eV
stretch 1: max r^2 error = 13.5551 A^2
stretch 2: max energy error = 9.503e-07 eV
stretch 2: max r^2 error = 3.7268 A^2
stretch 4: max energy error = 1.512e-08 eV
stretch 4: max r^2 error = 0.9563 A^2
error ratios, stretch 2 to 4: E 62.84, r^2 3.90
H: sqrt(lambda) = 0.001931 A
H 2p splitting: formula = 4.52826e-05 eV
H 2p splitting: Dirac = 4.52841e-05 eV
H 1s kinetic term = -9.05652e-04 eV
H 1s Darwin term = 7.24522e-04 eV
H 1s sum = -1.81130e-04 eV
H 1s shift: Dirac = -1.81135e-04 eV
```
